# Voltage Profile and Decay Length of a Leaky Crossbar Word Line, part 2

The problem is the voltage loss along a crossbar word line. Cells $n=1,\dots,N$, each an ohmic resistance $R$ to its own bit line, are joined by wire segments of resistance $r$. The head, node $0$, has no cell and is held at $V_0>0$; the far end is open. Assumption 2 is that all bit lines are held at one common potential, called ground. Currents are steady, and positive away from the driver or through a cell to ground. Lengths are counted in cells. Define

$$s=\sqrt{\frac rR},\qquad \lambda=\frac1s=\sqrt{\frac Rr},\qquad M=N+\frac12 .\tag{1}$$

$$2\sinh\frac\kappa2=s .\tag{2}$$

The node voltages $V_n$ obey, for $n=1,\dots,N$ and with a fictitious $V_{N+1}=V_N$,

$$V_{n+1}-2V_n+V_{n-1}=s^2V_n, \tag{5}$$

The exact solution and its decay length are

$$V_n=V_0\,\frac{\cosh[\kappa(M-n)]}{\cosh(\kappa M)},\qquad n=0,1,\dots,N. \tag{3}$$

$$\frac1\kappa=\sqrt{\frac Rr}\left[1+\frac{r}{24R}+O\!\left(\frac{r^2}{R^2}\right)\right].\tag{4}$$

Also,

$$0\le s-\kappa\le\frac{s^3}{24}. \tag{7}$$

$$V_n=V_0e^{-\kappa n}\,\frac{1+e^{-2\kappa(M-n)}}{1+e^{-2\kappa M}} . \tag{8}$$

The current in the segment from node $n$ to node $n+1$ is

$$j_n=\frac{V_0}{\sqrt{rR}}\,\frac{\sinh[\kappa(N-n)]}{\cosh(\kappa M)} . \tag{9}$$

The input resistance is $R_{\rm in}=V_0/j_0$. A source $V_s$ behind a resistance $R_d$ gives

$$V_0=V_s\,\frac{R_{\rm in}}{R_{\rm in}+R_d}. \tag{11}$$

For $\lambda\gg1$, with $n$ replaced by a continuous position $x$ and zero slope at $x=M$, the continuum profile is

$$V_{\rm c}(x)=V_0\,\frac{\cosh[(M-x)/\lambda]}{\cosh(M/\lambda)} . \tag{13}$$

Theorem 2, proved next, bounds its error. Let $u_*\approx1.1997$ be the positive root of $u\tanh u=1$. For every $r/R$ and every $n$ from 0 to $N$,

$$0\le\ln\frac{V_n}{V_{\rm c}(n)}\le\frac{u_*}{24}\,n\,s^3 . \tag{14}$$

**Proof.** For a decay constant $q$, define

$$f(q)=\ln\cosh[q(M-n)]-\ln\cosh(qM).$$

Then $\ln(V_n/V_0)=f(\kappa)$ and $\ln(V_{\rm c}(n)/V_0)=f(s)$. Differentiation gives

$$-f'(q)=M\tanh(qM)-(M-n)\tanh[q(M-n)],$$

which is the increase of the function $g(x)=x\tanh(qx)$ between $x=M-n$ and $x=M$. With $u=qx$ its slope is

$$g'(x)=\tanh u+u\,\mathrm{sech}^2u\ge0 .$$

To find the largest slope, differentiate with respect to $u$:

$$\mathrm{sech}^2u+\mathrm{sech}^2u-2u\,\mathrm{sech}^2u\tanh u=2\,\mathrm{sech}^2u\,(1-u\tanh u).$$

Since $u\tanh u$ grows steadily from zero, this is positive below $u_*$ and negative above it. At the maximum $\tanh u_*=1/u_*$ and $\mathrm{sech}^2u_*=1-1/u_*^2$, so the slope there is $1/u_*+u_*-1/u_*=u_*$. The interval has length $n$, hence $0\le-f'(q)\le u_*n$. Finally

$$\ln\frac{V_n}{V_{\rm c}(n)}=f(\kappa)-f(s)=\int_\kappa^s[-f'(q)]\,dq .$$

The integrand lies between 0 and $u_*n$, and the interval is no longer than $s^3/24$ by (7). $\square$

The continuum profile thus never lies above the exact one. Since $u_*/24\approx0.05$ and $ns=n/\lambda$, the bound can be read as $0.05\,(n/\lambda)(r/R)$. On a line about one decay length long, the relative error is at most about five per cent of $r/R$. The bound becomes useless when $r$ is comparable to $R$ and many cells are passed, and then (3) should be used.

The bound was tested against numerical solutions of the node balances for $(N,r/R)=(40,\,1)$, $(200,\,10^{-2})$ and $(30,\,10^{-3})$. It held at every node, with an allowance of $10^{-9}$ in the logarithm for rounding.

### Remark: the half cell at the end

If the zero-slope point is placed at the last cell instead, the far-end voltage becomes $V_0/\cosh(N/\lambda)$. The exact value is $V_0\cosh(\kappa/2)/\cosh(\kappa M)$. To first order in $s$, at fixed $N/\lambda$, $\cosh(\kappa/2)$ is 1 and $\kappa$ is $s$. The relative excess is then

$$\ln\cosh(sM)-\ln\cosh(sN)\approx\frac s2\tanh\frac N\lambda , \tag{15}$$

because $M-N=\tfrac12$ and the derivative of $\ln\cosh(sx)$ is $s\tanh(sx)$. At fixed $N/\lambda$ this falls as $1/N$, whereas (14) falls as $1/N^2$. A comparison of lines with 100 and 200 cells at $N/\lambda=1.2$ gave measured orders of 0.996 and 2.002.

The current needs similar care. The segment current $j_0$ belongs to the middle of the first segment, $x=\tfrac12$. There $-V_{\rm c}'/r$ equals $V_0\sinh(N/\lambda)/[\sqrt{rR}\cosh(M/\lambda)]$, which is (9) with $\kappa$ replaced by $s$. The slope at $x=0$ would add the leakage of half a cell that does not exist.

### Proposition 2: the voltage drop and the required cell resistance

Let $D=(V_0-V_N)/V_0$ be the relative drop at the far end, and let

$$\delta=\frac{N(N+1)}2\,\frac rR .$$

Then

$$\frac{\delta}{1+\delta}\le D\le\delta . \tag{16}$$

**Proof.** The current in a segment feeds all cells beyond it, $j_n=\sum_{m=n+1}^{N}V_m/R$. By (3) the voltages fall along the line, so $V_N\le V_m\le V_0$, and

$$(N-n)\frac{V_N}R\le j_n\le(N-n)\frac{V_0}R .$$

The total drop is $V_0-V_N=r\sum_{n=0}^{N-1}j_n$, and $\sum_{n=0}^{N-1}(N-n)=N(N+1)/2$. Division by $V_0$ gives $\delta(1-D)\le D\le\delta$. Solving the left inequality for $D$ gives (16). $\square$

For $\delta\ll1$ both sides agree, and $D\approx\delta$. This is the estimate in which every cell draws its full current. It overstates the drop on a longer line, since the far cells receive less voltage and draw less. A drop no larger than a chosen $D_{\max}$ is assured if

$$R\ge\frac{N(N+1)}{2D_{\max}}\,r . \tag{17}$$

This design rule holds for equal ohmic cells, ideal bit lines and a fixed head voltage. At fixed $r$ and $D_{\max}$, twice as many cells need about four times the resistance. Driving the line from both ends halves the number of cells per driver and reduces $\delta$ to about a quarter. In an array with selectors, take $R$ as the ratio of voltage to current for cell and selector in series at the head voltage $V_0$. If the current rises with voltage, no cell draws more than $V_0/R$, so the upper bound in (16) and the rule (17) still hold.

### Proposition 3: all cells on gives the lowest word-line voltage

Let the cells have conductances $g_n$ with $0<g_n\le1/R$, at the same $r$ and $V_0$. Then every node voltage $W_n$ of this line satisfies $W_n\ge V_n$, where $V_n$ is the uniform profile (3).

**Proof.** Put $d_n=W_n-V_n$. The node balance for $W_n$ is (5) with $s^2=r/R$ replaced by $rg_n$. Subtracting the two equations gives

$$d_{n+1}-2d_n+d_{n-1}=rg_nW_n-\frac rRV_n=rg_nd_n-r\left(\frac1R-g_n\right)V_n ,$$

with $d_0=0$ and $d_{N+1}=d_N$. Suppose that the smallest $d_n$ is negative. It occurs at some $n\ge1$, and there the left side is not negative, since neither neighbour is lower. On the right the first term is negative, and the second is not positive because $V_n>0$. This is a contradiction, so no $d_n$ is negative. $\square$

With ideal bit lines, a line whose cells are all in the low-resistance state therefore has the lowest word-line voltages that any stored data can produce. This does not carry over to the sensed current in an array with resistive bit lines. In a 128 by 128 array with 80 Ω segments, cells of 1 MΩ (on) and 10 MΩ (off) and the other rows floating, the sensed current of the farthest on cell is 0.62 of $V_0/R$ with all cells on and 0.58 with the other rows off. With that one cell off and all others on, its column still senses 0.32. Twenty lines of 512 cells with random conductances between $0.01/R$ and $1/R$, at the $r$, $R$ and $V_0$ of the next section, satisfied the inequality at every cell.

### Worked example

The example is a low-voltage read of one row in a passive oxide resistive-memory crossbar at about 20 nm half pitch. The inputs are round values chosen for illustration: $N=512$ cells, pitch 40 nm, wire width 20 nm and height 40 nm, effective wire resistivity 10 µΩ cm, $R=1$ MΩ and $V_0=100$ mV. Since 10 µΩ cm is 100 Ω nm,

$$r=\frac{100\ \Omega\,\text{nm}\times40\ \text{nm}}{20\ \text{nm}\times40\ \text{nm}}=5\ \Omega,\qquad \lambda=\sqrt{\frac{10^6}{5}}=447.2\ \text{cells}.$$

At 40 nm per cell, $\lambda$ is 17.9 µm. The correction in (4) adds $9.3\times10^{-5}$ of a cell. With $M/\lambda=512.5/447.2=1.146$, the far-end fraction is $1/\cosh1.146=0.577$. The profile (3) gives:

| Cell $n$ | $V_n$ (mV) |
|---:|---:|
| 128 | 80.4 |
| 256 | 67.5 |
| 384 | 60.1 |
| 512 | 57.7 |

The first quarter of the line loses almost 20 mV and the last quarter 2.4 mV, since the wire current falls towards the open end. A pure exponential would give 31.8 mV at the last cell. Equation (8) explains the factor of 1.8 between the two values. The continuum profile is low by a relative $2.0\times10^{-7}$ at the far end, within the bound $2.9\times10^{-7}$ from (14). With the zero slope placed at cell 512 the result is 57.80 mV, too high by 0.09 %, as (15) predicts.

From (9), with $\sqrt{rR}=2236$ Ω, the head current is 36.5 µA, so $R_{\rm in}=100\ \text{mV}/36.5\ \text{µA}=2.74$ kΩ. The first cell draws 99.8 nA and the last 57.7 nA. Two cells in the same state thus differ in read current by more than 40 % of the larger value.

To keep 90 % of the head voltage at the far end, (17) asks for $512\times513\times5\ \Omega/(2\times0.1)=6.57$ MΩ. Solving (3) for $R$ gives 6.02 MΩ, so the simple rule is safe by about 9 %. The rule limits the loss of word-line voltage, not of sensed current. At 6.57 MΩ, with 5 Ω bit-line segments and the other 511 rows grounded, the sensed current of the farthest cell is 0.83 of $V_0/R$.

### What the model leaves out

The voltages below are those of the last cell, to be compared with 57.7 mV. The other inputs are held fixed, and the head stays at 100 mV except in the driver case.

- **Stored data.** With half of the cells at 10 MΩ in one random order, the voltage rises to 72.2 mV. Formula (3) with the mean conductance gives 72.3 mV for this pattern, and other random orders scatter about that value with a standard deviation of 0.4 mV. The mean conductance fails for ordered data: the same cells give 65.1 mV when the near half is off and 81.8 mV when the far half is off.
- **Driver.** A 100 mV source behind 500 Ω leaves the fraction $2743/3243=0.846$ at the head, by (11), and 48.8 mV at the last cell.
- **Hot wire.** A wire 60 K hotter, with an assumed resistance coefficient of 0.002 per kelvin, gives 54.6 mV. The coefficient depends on the metal and is smaller when surface and grain-boundary scattering supply much of the resistivity; about 0.0007 per kelvin would give 56.7 mV.
- **Nonlinear cells.** For $I=(V_{\rm nl}/R)\sinh(V/V_{\rm nl})$ with $V_{\rm nl}=0.25$ V, the result is 57.4 mV. At 0.5 V the same law would raise the ratio $I/V$ by a factor $\sinh(2)/2=1.8$ over its zero-bias value, and the differential conductance by $\cosh2=3.8$. With the head at 0.5 V the far-end fraction falls from 0.577 to 0.513, so the ohmic model with the zero-bias $R$ no longer suffices.
- **Bit-line wire.** In the farthest of 512 rows it adds 2560 Ω to each cell and gives 57.8 mV. This figure is the word-line voltage, which the other rows hardly affect. The current that reaches the sense end is a different matter, because a resistive bit line is itself a leaky ladder into the cells of the other 511 rows. In a full 512 by 512 array with 5 Ω segments on both sets of lines and all cells at 1 MΩ, the first and last cells of the farthest row draw 99.6 and 57.7 nA. With the other rows grounded, the sensed currents of these two columns are 57.7 and 41.8 nA. With the other rows floating, they are 88.2 and 62.8 nA. If many rows are driven together, each bit line carries the sum of their currents, and assumption 2 must be checked anew.
- **Self-heating.** At the head, wire and cell release about 17 nW per 40 nm. Dividing this heat per length by a dielectric conductivity of 1 W/(m K), gives about 0.4 K. The geometry factor left out lies between about 0.3 and 1 for a heat sink 50 nm to 5 µm away, so the rise is 0.1 to 0.4 K.

Set beside real devices, the line dimensions and resistivity are plausible for narrow metal wires, but 1 MΩ is high for the on state of an oxide cell, which can be far more conductive. At 100 kΩ the decay length would be $447/\sqrt{10}\approx141$ cells, and a 512-cell line of this kind would lose most of its voltage. The head current density is 4.6 MA/cm². Whether this matters for electromigration depends on the metal, the temperature, the line length and the duty cycle of the reads, none of which is modelled here. Among the effects listed, unequal cells and the driver change the word-line voltage most, and their order depends on the inputs. In the example the half-off patterns raise the far-end voltage by 13 % (near half off), 25 % (random) and 42 % (far half off), while a driver of 500 Ω lowers it by 15 % and one of 1 kΩ by 27 %. All of these exceed the error of the continuum formula by many orders of magnitude. For the sensed read current, the assumption of ideal bit lines matters at least as much, as the bit-line case above shows.

## Calculated quantities

```
INPUTS (rough typical values)
cells N = 512
pitch, width, height = 40, 20, 40 nm
wire resistivity = 10.0 uOhm cm
cell resistance R = 1.0 MOhm
head voltage V0 = 100 mV
RESULTS
segment resistance r = 5.000 Ohm
ratio R/r = 200000
lambda = sqrt(R/r) = 447.214 cells
lambda as a length = 17.89 um
exact 1/kappa minus lambda = 9.32e-05 cells
(N+1/2)/lambda = 1.1460
n=0: ladder 100.0000, cosh 100.0000 mV
n=128: ladder 80.4364, cosh 80.4364 mV
n=256: ladder 67.5073, cosh 67.5073 mV
n=384: ladder 60.1462, cosh 60.1462 mV
n=512: ladder 57.7460, cosh 57.7460 mV
far-end fraction V_N/V0 = 0.5775
pure exponential at n=N = 31.827 mV
continuum relative error at n=N = 1.95e-07
bound on log error at n=N = 2.86e-07
far end if zero slope put at N = 57.7986 mV
head current I0 = 36.461 uA
input resistance = 2742.6 Ohm
first, last cell current = 99.82, 57.75 nA
R for 90 % at far end = 6.018 MOhm
R from weak-leakage bound = 6.566 MOhm
GENERAL CHECKS
u* = 1.1997
decay length at R/r=100: 10.00416 cells
error order, end at N: 0.996
error order, end at N+1/2: 2.002
NEGLECTED EFFECTS (far-end voltage unless stated)
driver 500 Ohm: factor 0.8458, 48.84 mV
half the cells off at 10 MOhm: 72.19 mV
same, cosh with mean conductance: 72.28 mV
wire 60 K hotter, 0.002 per K: 54.64 mV
sinh cells, V_nl = 0.25 V: 57.44 mV
bit line 2560 Ohm in series: 57.82 mV
dielectric heat conductivity = 1.0 W/(m K)
self-heating at head, rough = 0.42 K
line current density at head = 4.56 MA/cm2
```
